# Why a Three-Site Hubbard Chain Has Negative Spin Density at Its Centre

Put three electrons on a chain of three equal sites and let them hop between neighbours with amplitude $-t$, $t>0$, without repelling each other. The one-electron orbitals, written as amplitudes on sites 1, 2, 3, are

$$b=\tfrac12(1,\sqrt2,1),\qquad a=\tfrac1{\sqrt2}(1,0,-1),\qquad b^*=\tfrac12(1,-\sqrt2,1),$$

with energies $-\sqrt2t$, $0$ and $+\sqrt2t$. Two electrons fill $b$ with opposite spins and cancel in the spin density. The third sits alone in $a$. If it points up, the spin density $m_i=\langle n_{i\uparrow}-n_{i\downarrow}\rangle$ is $(\tfrac12,0,\tfrac12)$. The unpaired orbital has a node at the centre, and the centre has no spin.

Now let two electrons on the same site repel with energy $U>0$:

$$H=-t\sum_\sigma\left(c^\dagger_{1\sigma}c_{2\sigma}+c^\dagger_{2\sigma}c_{3\sigma}+\text{h.c.}\right)+U\sum_i n_{i\uparrow}n_{i\downarrow}.$$

The total spin projection stays at $+\tfrac12$, so $\sum_i m_i=1$, yet the central density becomes negative for every $U>0$. The model is small enough to show why, and also in what sense "correlation" is the right word.

## The states and the hops between them

Nine states have three electrons and spin projection $+\tfrac12$. Write $|\sigma_1\sigma_2\sigma_3\rangle=c^\dagger_{1\sigma_1}c^\dagger_{2\sigma_2}c^\dagger_{3\sigma_3}|0\rangle$ for the three states with one electron per site, and $D_i=c^\dagger_{i\uparrow}c^\dagger_{i\downarrow}$ for a pair on site $i$. The other six states contain one pair, one empty site and one up electron. In four of them the pair and the empty site are neighbours:

$$A_1=D_1c^\dagger_{3\uparrow}|0\rangle,\quad A_2=D_2c^\dagger_{3\uparrow}|0\rangle,\quad A_3=c^\dagger_{1\uparrow}D_3|0\rangle,\quad A_4=c^\dagger_{1\uparrow}D_2|0\rangle.$$

In the remaining two they are at opposite ends, with the lone electron in the middle:

$$B_1=D_1c^\dagger_{2\uparrow}|0\rangle,\qquad B_2=c^\dagger_{2\uparrow}D_3|0\rangle.$$

Let $K$ be the sum of all hops without the factor $-t$. In $A_1=c^\dagger_{1\uparrow}c^\dagger_{1\downarrow}c^\dagger_{3\uparrow}|0\rangle$ the electron on site 3 can move to site 2, giving $B_1$. The down electron on site 1 can move to site 2, giving $|{\uparrow\downarrow\uparrow}\rangle$. The up electron can do the same, giving $c^\dagger_{2\uparrow}c^\dagger_{1\downarrow}c^\dagger_{3\uparrow}|0\rangle=-|{\downarrow\uparrow\uparrow}\rangle$, where the sign comes from restoring the site order. Treating the others alike, and writing $x=|{\uparrow\downarrow\uparrow}\rangle-|{\downarrow\uparrow\uparrow}\rangle$ and $y=|{\uparrow\uparrow\downarrow}\rangle-|{\uparrow\downarrow\uparrow}\rangle$,

$$KA_1=x+B_1,\quad KA_2=x-B_2,\quad KA_3=y+B_2,\quad KA_4=y-B_1.$$

A hop from a state with one electron per site, or from a $B$, leads to an $A$. Since $K$ is Hermitian, these four lines therefore fix all its matrix elements.

Take the combinations

$$T=\frac{2|{\uparrow\downarrow\uparrow}\rangle-|{\uparrow\uparrow\downarrow}\rangle-|{\downarrow\uparrow\uparrow}\rangle}{\sqrt6},\quad I_1=-\tfrac12(A_1+A_2-A_3-A_4),\quad I_2=\frac{B_1-B_2}{\sqrt2}.$$

$T$ is the doublet in which the two end spins form a triplet and the central spin is set against them. Adding the lines above,

$$KI_1=-(x-y)-(B_1-B_2)=-\sqrt6\,T-\sqrt2\,I_2,$$

because $x-y=\sqrt6\,T$. Multiplying by $-t$ and adding the cost $U$ of one pair gives a closed block in the order $T,I_1,I_2$:

$$H=\begin{pmatrix}0&\sqrt6\,t&0\\ \sqrt6\,t&U&\sqrt2\,t\\ 0&\sqrt2\,t&U\end{pmatrix}.$$

## The ground state lies in this block

The remaining six states separate further.

- $\tfrac12(A_1-A_2-A_3+A_4)$ is annihilated by $K$ and has energy $U$.
- $\tfrac12(A_1+A_2+A_3+A_4)$ is taken by $K$ to $x+y=\sqrt2\,C$, with $C=(|{\uparrow\uparrow\downarrow}\rangle-|{\downarrow\uparrow\uparrow}\rangle)/\sqrt2$. With diagonal energies $U$ and $0$, the levels are $\tfrac12(U\pm\sqrt{U^2+8t^2})$.
- $\tfrac12(A_1-A_2+A_3-A_4)$ is taken to $B_1+B_2$. Both members of this pair cost $U$, so the levels are $U\pm\sqrt2t$.
- The symmetric sum of the three one-per-site states belongs to the spin quartet. It is orthogonal to $x$ and $y$, so it does not couple and has energy $0$.

Within the first block, using $T$ and $I_1$ alone gives an upper bound on the lowest energy $E$:

$$E\le\tfrac12\left(U-\sqrt{U^2+24t^2}\right)<0.$$

This bound lies below $0$, below $U$ and below $\tfrac12(U-\sqrt{U^2+8t^2})$. It also lies below $U-\sqrt2t$ if $\sqrt{U^2+24t^2}>2\sqrt2t-U$. That holds at once when the right side is not positive. Otherwise squaring gives $24t^2>8t^2-4\sqrt2\,tU$, which is true. The ground state is thus in the block of $T$, $I_1$ and $I_2$ for all $U>0$.

## The sign of the central density

The operator $n_{2\uparrow}-n_{2\downarrow}$ does not change occupations, and $T$, $I_1$ and $I_2$ contain different occupations, so there are no cross terms. In $T$ the centre is down with probability $\tfrac46$ and up with probability $\tfrac26$, giving $-\tfrac13$. In $I_1$ it is empty or doubly occupied, giving $0$. In $I_2$ it holds the lone up electron, giving $+1$. With $p$ denoting weights in the ground state,

$$m_2=-\tfrac13p_T+p_{I_2}.$$

The first and third rows of the eigenvalue equation read $Ec_T=\sqrt6\,t\,c_{I_1}$ and $(E-U)c_{I_2}=\sqrt2\,t\,c_{I_1}$. Hence

$$p_T:p_{I_1}:p_{I_2}=\frac{6t^2}{E^2}:1:\frac{2t^2}{(E-U)^2},$$

and, after normalization,

$$m_2=\frac{2t^2\left[\dfrac1{(E-U)^2}-\dfrac1{E^2}\right]}{1+\dfrac{6t^2}{E^2}+\dfrac{2t^2}{(E-U)^2}}.$$

Since $E<0<U$, $|E-U|>|E|$ and the bracket is negative. This proves the claim. Reflection symmetry and $\sum_im_i=1$ give $m_1=m_3=(1-m_2)/2$, so each end carries more than one half.

The energy follows from the middle row, $E-U=6t^2/E+2t^2/(E-U)$. Multiplying by $E(E-U)$ and collecting terms,

$$E(E-U)^2-8t^2E+6t^2U=0,$$

of which $E$ is the lowest root.

## What the repulsion removes

At $U=0$ the energy is $-2\sqrt2\,t$, and the weights are $\tfrac38,\tfrac12,\tfrac18$. The centre then receives $-\tfrac18$ from $T$ and $+\tfrac18$ from $I_2$. The node of the unpaired orbital appears here as a cancellation. The antiparallel arrangement is already present without repulsion. It is balanced by configurations in which charge has moved from one end to the other and left an up electron in the middle. Repulsion makes that transfer costly, while $T$ pays nothing, and the balance tips.

This reading can be tested by removing the cost. Add a repulsion $V$ between neighbours and $V'$ between the ends, multiplying $(n_i-1)(n_j-1)$, so that a site with one electron is neutral. In $I_1$ the pair and the hole are neighbours and attract by $V$; in $I_2$ they are at the ends and attract by $V'$. The diagonal becomes $0,\;U-V,\;U-V'$, and the bracket becomes

$$\frac1{(E-U+V')^2}-\frac1{E^2}.$$

The lowest eigenvalue of the block lies below all its diagonal elements, so both $-E$ and $U-V'-E$ are positive. As long as the ground state remains in this block, $m_2$ is negative for $V'<U$, zero for $V'=U$ and positive for $V'>U$. Diagonalizing the full Hamiltonian at fixed $U/t=5$ and $V=0$ gives $m_2=-0.271,\,-0.247,\,0$ and $+0.499$ for $V'/U=0,\,0.5,\,1$ and $1.2$. Strong on-site repulsion is therefore not enough by itself; what counts is that it penalizes end-to-end transfer.

## Weak and strong repulsion

For small $U$, expand $(E-U)^{-2}\approx E^{-2}+2U/E^3$. The bracket is already of first order, so $E$ may be replaced by $-2\sqrt2\,t$, with $E^3=-16\sqrt2\,t^3$. The numerator is $4t^2U/E^3=-U/(4\sqrt2\,t)$, and the denominator is $1+\tfrac68+\tfrac28=2$. Thus

$$m_2\approx-\frac{U}{8\sqrt2\,t}\approx-0.088\,\frac Ut .$$

For large $U$, the middle row gives $E\approx-6t^2/U$. Multiply numerator and denominator of $m_2$ by $E^2/6t^2\approx6t^2/U^2$. The terms containing $E^2/(E-U)^2$ are of order $t^4/U^4$ and can be dropped, leaving

$$m_2\approx\frac{-1/3}{1+6t^2/U^2}\approx-\frac13+\frac{2t^2}{U^2}.$$

The limit $(\tfrac23,-\tfrac13,\tfrac23)$ is that of three localized spins coupled antiferromagnetically. The centre does not reach $-1$, because the state is a superposition in which the down spin is sometimes at an end.

## In what sense it is correlation

The word needs a reference state. In a restricted open-shell determinant, paired electrons share a spatial orbital and one orbital $\varphi$ is singly occupied. Its spin density is $|\varphi_i|^2\ge0$. Negative density therefore requires something beyond that description.

It does not require more than one determinant. Let up and down electrons have different orbitals, each spin moving in the mean field of the other. To lowest order each site holds one electron, so $\langle n_{i\downarrow}\rangle=(1-m_i)/2$ with $m=(\tfrac12,0,\tfrac12)$. Apart from a constant, up electrons feel $-U/4$ on the ends, and down electrons feel $+U/4$. For up spin this field couples $b$ to $b^*$ with matrix element $2\cdot\tfrac14\cdot(-U/4)=-U/8$. Dividing by the energy difference $-2\sqrt2\,t$ gives an admixture $+U/(16\sqrt2\,t)$ of $b^*$ in $b$. The central up density changes by

$$2\cdot\frac{U}{16\sqrt2\,t}\cdot\frac1{\sqrt2}\cdot\left(-\frac1{\sqrt2}\right)=-\frac{U}{16\sqrt2\,t}.$$

The down density changes by the opposite amount. The orbital $a$ is odd under reflection and is not mixed by this even field. The total is $-U/(8\sqrt2\,t)$, the same slope as in the full solution. At weak coupling the effect is thus exchange polarization of the paired electrons: up is drawn to the ends, and down is left in the middle.

Beyond that regime the unrestricted determinant exaggerates. At $U/t=2$ it gives $m_2=-0.33$ against $-0.16$ in the full solution, and at $U/t=20$ it gives $-0.99$ against $-0.33$. It approaches a fixed up–down–up pattern, which is not a doublet: $\langle S^2\rangle$ rises from near $0.75$ to $1.73$. Negative density shows a departure from the restricted determinant. It does not by itself show correlation beyond every single determinant.

## Three dangling bonds on silicon

Take $t=0.1$ eV and $U=0.5$ eV, round values chosen to illustrate closely spaced dangling bonds on hydrogen-terminated silicon, not fitted to a particular structure. The cubic gives $E=-0.10492$ eV, hence $E-U=-0.60492$ eV. Then $1/E^2=90.84$ and $1/(E-U)^2=2.733$ in eV$^{-2}$, and

$$m_2=\frac{0.02\,(2.733-90.84)}{1+0.06\times90.84+0.02\times2.733}=\frac{-1.762}{6.505}=-0.27.$$

Each end carries $0.64$. The weights are $0.838$, $0.154$ and $0.008$. End-to-end transfer, which contributed $+0.125$ without repulsion, now contributes $+0.008$, while $T$ contributes $-0.279$. The strong-coupling formula gives $-0.25$, fair for $U/t=5$. The unrestricted determinant gives $-0.84$, with an energy $0.027$ eV above the full solution.

The chain must also hold three electrons. In the model without intersite repulsion this requires a Fermi level between $0.09$ and $0.41$ eV above the bare site level.

A real surface departs from the model in several ways. For a spacing of $0.77$ nm and an effective permittivity of $6.35$, the mean of silicon and vacuum, the neighbour repulsion is $V\approx0.29$ eV, more than half of $U$. With half that value between the ends, $m_2$ becomes $-0.19$. Other changes, each made alone with $V=V'=0$, matter less:

- End-to-end tunnelling of $0.01$ eV leaves $-0.271$ unchanged to the digits given. It cannot act on $T$, where the end electrons form a triplet and exclusion forbids the hop. It also annihilates $I_2$, where the two contributions cancel, and it takes $I_1$ only to $\tfrac12(A_1-A_2-A_3+A_4)$, outside the block. Its effect therefore begins at second order.
- A central level offset of $0.1$ eV gives $-0.267$.
- A field of $1$ MV/cm along the chain, or $0.077$ eV per site, gives $-0.263$. This exceeds the bulk breakdown field of silicon, about $0.3$ MV/cm. It stands for a local field, such as that of a charged defect about $1.5$ nm away at the effective permittivity above. It is treated here as uniform, which is crude: for a defect on the chain axis it would run from about $4$ MV/cm at the near end to $0.4$ MV/cm at the far end.
- Lattice relaxation, represented crudely by lowering $U$ by $0.2$ eV, gives $-0.21$.

Together they are less harmless. Repulsion, tunnelling, offset and field combined give about $-0.13$ to $-0.14$, depending on the sign of the tunnelling. If $U$ is also lowered to $0.3$ eV, the density becomes slightly positive, $+0.01$ to $+0.03$. The repulsions alone then leave a cost of only $U-V\approx0.006$ eV for moving charge to a neighbour. Offset and field turn this into a gain of about $0.17$ eV for a move from the centre to the lower end, and the picture of one electron per site has lost its basis. The sign proof does not cover this case, since it assumes equal sites and no end-to-end hopping. Cheap transfer to a neighbour alone does not reverse the sign, however. With $U=0.3$ eV and the same intersite repulsions, but no end-to-end tunnelling, equal sites give $-0.09$ and the central offset alone gives $-0.07$. The field alone brings the density to about zero. With $\Delta=0.077$ eV per site, it lowers the cost of moving charge from one end to the other to $U-V'-2\Delta\approx0$, the same cost that decided the sign above. The sign changes near $\Delta=(U-V')/2$, not exactly there: for $U=0.5$ eV it does so at $0.167$ eV per site with the intersite repulsions and at $0.244$ eV without them, against $0.176$ and $0.250$ eV. For real dangling bonds the negative sign is thus a conditional prediction: in this example it is lost when end-to-end repulsion, a reduced $U$ and a field along the chain together remove the cost of moving charge from one end to the other.

Temperature matters as well. At $300$ K, $k_BT=0.026$ eV, while the next doublet lies $0.068$ eV above the ground state. That doublet consists largely of $C$, whose centre is up in both terms. The quartet, at $0.105$ eV, also has positive central density. With the electron number fixed at three, the centre's share of the moment induced by a weak magnetic field falls in size from $-0.27$ at zero temperature to $-0.12$. With $V$ and $V'$ included it is $-0.17$, larger in size although the zero-temperature value is smaller. The reason is that $V$ cheapens the virtual hops that favour $T$ over $C$: to leading order in $t$ their separation is $(6-2)t^2/(U-V)$, which grows with $V$. Here $t/(U-V)$ is too large for that formula to be accurate, but the blocks themselves, with $V$ and $V'$ on their diagonals, give lowest levels of $-0.175$ and $-0.072$ eV. The separation thus rises from $0.068$ to $0.103$ eV, and the excited doublet is less populated. The quartet matters about as much: it stays at zero energy, so its height above the ground state grows from $0.105$ to $0.175$ eV, and at equal Boltzmann factor it counts ten times a doublet in the induced moment. Both shifts are needed to reach $-0.17$.

At an oxidized silicon interface, a defect density of roughly $10^{12}$ cm$^{-2}$ means a mean spacing near $10$ nm. The example then describes a rare close cluster, not a typical defect. Around a single dangling bond, exchange polarization of the bonding pairs can likewise place negative density on neighbouring atoms, but the values above do not transfer: the back bonds have their own energies and hoppings, and the spread of each dangling orbital into them is left out here. Most of the values quoted here are in the numerical output.

## Table of computed values

```
hopping t = 0.10 eV, repulsion U = 0.50 eV, U/t = 5.0
ground energy E = -0.10492 eV; from cubic -0.10492 eV
E - U = -0.60492 eV
weights T, I1, I2 at U=0: [0.375 0.5   0.125]
weights T, I1, I2 in example: [0.8379 0.1537 0.0084]
contributions to m2: T -0.2793, I2 +0.0084
spin densities: end 0.6354, centre -0.2709, end 0.6354
weak-coupling slope of m2 per U/t: formula -0.08839
  exact at U/t=0.001 -0.08839, unrestricted -0.08841
U/t, m2 exact, m2 unrestricted, S^2 unrestricted:
    0.5   -0.0439   -0.0509   0.7526
    1.0   -0.0859   -0.1191   0.7642
    2.0   -0.1583   -0.3333   0.8611
    5.0   -0.2709   -0.8415   1.4581
   10.0   -0.3145   -0.9600   1.6716
   20.0   -0.3284   -0.9900   1.7301
restricted determinant: E = 0.0297 eV, |m2| = 0.0000
unrestricted: E = -0.0783 eV, m2 = -0.8415, S^2 = 1.4581
m2 at U/t=5 for Vend/U = 0, 0.5, 1, 1.2: -0.2709, -0.2468, 0.0000, 0.4988
next doublet above ground: 0.0677 eV
quartet above ground: 0.1049 eV
half filling for Fermi level from 0.0864 to 0.4136 eV
  (measured from the bare site level)
spacing 0.77 nm, effective permittivity 6.35
neighbour repulsion V = 0.2945 eV, end-to-end 0.1473 eV
m2 with V and Vend: -0.1917
m2 with end-to-end hopping 0.01 eV: -0.2709
m2 with central offset 0.10 eV: -0.2672
field 1.0 MV/cm gives 0.0770 eV per site; m2 = -0.2631
m2 with U cut by 0.20 eV (relaxation): -0.2113
V, Vend, hopping +0.01 eV, offset, field together: m2 = -0.1376
  the same with U cut as well: m2 = 0.0085
V, Vend, hopping -0.01 eV, offset, field together: m2 = -0.1304
  the same with U cut as well: m2 = 0.0271
temperature 300 K, kT = 0.02585 eV
central share of induced moment at T: -0.1165
  the same with V and Vend: -0.1681
```
